# The Landau-Khalatnikov-Fradkin transformation and the gauge logarithms of massless QED: verification in Python

```python
# Landau-Khalatnikov-Fradkin (LKF) transformation, Euclidean QED, hbar=c=1, d=4-2eps.
# Under test:  S(x;xi) = S(x;0) exp(-e^2[Delta(0)-Delta(x)]), Delta(k)=xi/k^4;
#   ln Z2(xi) = ln Z2(0) - nu/eps ; massless S(p) = -i pslash F/p^2 in MS-bar obeys
#   F(L;xi) = exp(nu L) R(d/dL,nu) F(L;0),
#   R(s,nu) = exp(-2 gamma nu) G(2+s)G(1-s-nu)/(G(1-s)G(2+s+nu)),  G = Gamma function.
# Symbols: a=alpha/4pi, xi gauge parameter, nu=a*xi, L=ln(p^2/mu^2), gamma Euler constant,
# bare F = sum_n a^n f_n exp(-n eps L); quenched Landau gauge F = A exp(sL).
import numpy as np, mpmath as mp
from fractions import Fraction as Fr
from functools import lru_cache
from math import factorial, pi
from scipy.integrate import quad
from scipy.special import jv, gamma as sgam
from scipy.constants import fine_structure
mp.mp.dps = 50
EG = float(mp.euler)

# ---- lattice test: 4x4, Wilson fermion, determinant included, A drawn from gauge-fixed action
N = 4; V = N*N; charge = 1.0; mass = 0.5; xi_lo, xi_hi = 0.5, 3.0
site = lambda x, y: (x % N)*N + y % N
nb = [[site(s//N+1, s % N) for s in range(V)], [site(s//N, s % N+1) for s in range(V)]]
grad = np.zeros((2*V, V)); curl = np.zeros((V, 2*V))
for s in range(V):
    for mu in (0, 1):
        grad[mu*V+s, nb[mu][s]] += 1; grad[mu*V+s, s] -= 1
    curl[s, s] += 1; curl[s, V+nb[0][s]] += 1; curl[s, nb[1][s]] -= 1; curl[s, V+s] -= 1
const_modes = np.kron(np.eye(2), np.ones((V, V))/V)
def root_cov(xi):
    w, U = np.linalg.eigh(curl.T@curl + grad@grad.T/xi + const_modes)
    return (U/np.sqrt(w))@U.T
gm = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]])]
shifts = [(1, 0), (2, 0), (2, 2)]; src = np.arange(V)
def measure(A):
    n = len(A); D = np.zeros((n, V, 2, V, 2), complex); I2 = np.eye(2)
    for s in range(V):
        D[:, s, :, s, :] += (mass+2)*I2
        for mu in (0, 1):
            U = np.exp(1j*charge*A[:, mu*V+s])[:, None, None]; t = nb[mu][s]
            D[:, s, :, t, :] -= 0.5*U*(I2-gm[mu])
            D[:, t, :, s, :] -= 0.5*np.conj(U)*(I2+gm[mu])
    D = D.reshape(n, 2*V, 2*V)
    S = np.linalg.inv(D).reshape(n, V, 2, V, 2)
    St = S[:, :, 0, :, 0] + S[:, :, 1, :, 1]
    obs = [St[:, site(src//N+dx, src % N+dy), src].real.mean(1) for dx, dy in shifts]
    return np.linalg.det(D).real/(mass+2)**(2*V), np.array(obs)
rng = np.random.default_rng(7); lo, hi = [], []
for chunk in range(4):
    z = rng.standard_normal((1500, 2*V))
    w1, o1 = measure(z@root_cov(xi_lo)); w2, o2 = measure(z@root_cov(xi_hi))
    assert np.allclose(w1, w2, rtol=1e-9, atol=0) and w1.min() > 0   # determinant blind to xi
    lo.append(w1*o1); hi.append(w2*o2)
lo = np.hstack(lo); hi = np.hstack(hi)
print(f"lattice {N}x{N}: e={charge} m={mass} xi={xi_lo},{xi_hi} samples={lo.shape[1]} (lattice units)")
ks = [(2*pi*i/N, 2*pi*j/N) for i in range(N) for j in range(N) if i or j]
for i, (dx, dy) in enumerate(shifts):
    dD = sum((1-np.cos(k1*dx+k2*dy))/(4-2*np.cos(k1)-2*np.cos(k2))**2 for k1, k2 in ks)/V
    pred = np.exp(-charge**2*(xi_hi-xi_lo)*dD); ratio = hi[i].mean()/lo[i].mean()
    err = (hi[i]-ratio*lo[i]).std()/np.sqrt(lo.shape[1])/abs(lo[i].mean())
    assert abs(ratio-pred) < 4*err and 1-pred > 5*err
    print(f" x=({dx},{dy}): dDelta/xi={dD:.5f} sampled ratio={ratio:.4f}+-{err:.4f} LKF={pred:.4f}")

# ---- quadrature tools
xg, wg = np.polynomial.legendre.leggauss(24)
def osc_tail(f, start, n=100, navg=14):      # averaged partial sums = Abel sum
    r = (start+pi*np.arange(n))[:, None] + pi/2*(xg+1)
    s = np.cumsum((f(r)*wg).sum(1)*pi/2)[-(navg+1):]
    for _ in range(navg): s = 0.5*(s[1:]+s[:-1])
    return s[0]
def head(f):                                  # integral over (0,1)
    return quad(lambda t: f(np.exp(-t))*np.exp(-t), 0, 60, epsabs=1e-13, epsrel=1e-12, limit=400)[0]
def one_minus_avg(k, d):                      # 1 - angular average of exp(ikx), small k
    term, tot = 1.0, 0.0
    for n in range(1, 30):
        term *= -(k*k/4)/(n*(d/2+n-1)); tot -= term
    return tot
ang = lambda k, d: sgam(d/2)*(2/k)**(d/2-1)*jv(d/2-1, k)
for d in (2.6, 3.4):
    num = head(lambda k: k**(d-5)*one_minus_avg(k, d)) + 1/(4-d) - osc_tail(lambda k: k**(d-5)*ang(k, d), 1.0)
    num *= 2*pi**(d/2)/sgam(d/2)/(2*pi)**d
    ana = -sgam(d/2-2)/(16*pi**(d/2))
    assert abs(num/ana-1) < 1e-8
    print(f"[Delta(0)-Delta(x)]/xi, |x|=1, d={d}: quadrature {num:.9f} formula {ana:.9f}")
x1, x2 = 0.5, 2.0
num = (head(lambda k: (one_minus_avg(k*x2, 4)-one_minus_avg(k*x1, 4))/k)
       + osc_tail(lambda u: ang(u, 4)/u, x1) - osc_tail(lambda u: ang(u, 4)/u, x2))/(8*pi**2)
assert abs(num/(np.log(x2**2/x1**2)/(16*pi**2))-1) < 1e-8
print(f"d=4 [Delta({x1})-Delta({x2})]/xi = {num:.9f} (= ln(x2^2/x1^2)/16pi^2)")
e_ = mp.mpf('1e-12')
assert abs(mp.gamma(-e_)*(9*mp.exp(mp.euler)/4)**e_ + 1/e_ + mp.log(9*mp.exp(2*mp.euler)/4)) < 1e-10

def R(s, nu):
    return mp.exp(-2*mp.euler*nu)*mp.gamma(2+s)*mp.gamma(1-s-nu)/(mp.gamma(1-s)*mp.gamma(2+s+nu))
def hankel(f):
    g = lambda r: f(r)*jv(2, r)
    return head(g) + osc_tail(g, 1.0)
cx = np.exp(2*EG)/4
R_num = lambda s, nu: cx**(-nu)*hankel(lambda r: r**(1+2*s))*hankel(lambda r: r**(-1-2*s-2*nu))
for s, nu in [(0.0, 0.3), (-0.05, 0.25), (0.1, -0.3)]:
    rn = R_num(s, nu); assert abs(rn/float(R(s, nu))-1) < 1e-8
    print(f"R(s={s},nu={nu}): Hankel {rn:.9f} formula {float(R(s, nu)):.9f}")
nu, L = 0.2, 1.5; p = np.exp(L/2)             # operator form acting on F(L;0)=L^2
m = [hankel(lambda r, j=j: r*np.log(r)**j) for j in range(3)]
gx = lambda x: 4*(m[2]-2*m[1]*np.log(x)+m[0]*np.log(x)**2)
num = p**(2*nu)*cx**(-nu)*hankel(lambda u: u**(-1-2*nu)*gx(u/p))
dR = [mp.diff(lambda s: R(s, nu), 0, j) for j in range(3)]
ana = float(mp.exp(nu*L)*(dR[0]*L*L+2*dR[1]*L+dR[2]))
assert abs(num/ana-1) < 1e-7
print(f"input L^2, nu={nu}, L={L}: Hankel {num:.8f} operator form {ana:.8f}")

# ---- diagrams. D1=k^2 D2=q^2 D3=(k-p)^2 D4=(q-p)^2 D5=(k-q)^2, p^2=1; key=(power of d, powers of D)
def unit(i): return tuple(int(j == i) for j in range(6))
O = (0,)*6; h = Fr(1, 2)
base = {(0, 0): {O: Fr(1)}, (1, 1): {unit(1): Fr(1)}, (2, 2): {unit(2): Fr(1)},
        (0, 1): {unit(1): h, O: h, unit(3): -h}, (0, 2): {unit(2): h, O: h, unit(4): -h},
        (1, 2): {unit(1): h, unit(2): h, unit(5): -h}}
@lru_cache(None)
def dot(u, v):
    out = {}
    for i in range(3):
        for j in range(3):
            for k, c in base[(min(i, j), max(i, j))].items(): out[k] = out.get(k, 0)+c*u[i]*v[j]
    return {k: c for k, c in out.items() if c}
@lru_cache(None)
def tr(sl):                                   # trace/4; strings are contracted indices
    if not sl: return {O: Fr(1)}
    a = sl[0]; out = {}
    for j in range(1, len(sl)):
        b = sl[j]; rest = sl[1:j]+sl[j+1:]; fac = {O: Fr(1)}
        if isinstance(a, str):
            if a == b: fac = {unit(0): Fr(1)}
            else: rest = tuple(b if x == a else x for x in rest)
        elif isinstance(b, str): rest = tuple(a if x == b else x for x in rest)
        else: fac = dot(a, b)
        for k1, c1 in fac.items():
            for k2, c2 in tr(rest).items():
                k = tuple(x+y for x, y in zip(k1, k2)); out[k] = out.get(k, 0)+(-1)**(j-1)*c1*c2
    return {k: c for k, c in out.items() if c}
P, K, Q = (1, 0, 0), (0, 1, 0), (0, 0, 1); PK, KQ, PQ = (1, -1, 0), (0, 1, -1), (1, 0, -1)
two_loop = []                                 # photon = delta/l^2 + (xi-1) l l/l^4
for i in (0, 1):
    for j in (0, 1):
        u = PK if i else 'm'; v = KQ if j else 'n'; w = Q if j else 'n'
        two_loop.append((i+j, tr((P, u, K, v, Q, v, K, u)), (2, 1, 1+i, 0, 1+j)))    # rainbow
        two_loop.append((i+j, tr((P, u, K, w, KQ, u, PQ, w)), (1, 1+j, 1+i, 1, 1)))  # crossed

def integrals(eps):
    ga = lru_cache(None)(lambda n, m_: mp.gamma(n+m_*eps))
    rg = lru_cache(None)(lambda n, m_: mp.rgamma(n+m_*eps))
    @lru_cache(None)
    def G(an, am, b, n, r):                   # tensor one-loop coefficient, a=an+am*eps
        wt = mp.mpf(factorial(n))/(factorial(n-2*r)*4**r*factorial(r))
        return wt*ga(an+b-r-2, am+1)*ga(2-an+n-r, -1-am)*ga(2-b+r, -1)*rg(an, am)*rg(b, 0)*rg(4-an-b+n, -2-am)
    T = lru_cache(None)(lambda an, am, b, j: sum(G(an, am, b, j, r) for r in range(j//2+1)))
    @lru_cache(None)
    def J(a1, a2, a3, a4, a5):
        if a5 <= 0 or a4 <= 0:
            n = -a5 if a5 <= 0 else -a4; tot = mp.mpf(0)
            for i in range(n+1):
                for m_ in range(n-i+1):
                    l = n-i-m_; c = (-2)**m_*(factorial(n)//(factorial(i)*factorial(m_)*factorial(l)))
                    for r in range(m_//2+1):
                        if a5 <= 0: tot += c*G(a2-i, 0, a4, m_, r)*T(a1-l-r, 0, a3, m_-2*r)
                        else: tot += c*G(a2-i, 0, a5, m_, r)*T(a1+a2-i+a5-r-2, 1, a3, m_-2*r)
            return tot
        if a3 <= 0: return J(a2, a1, a4, a3, a5)
        if a2 <= 0: return J(a3, a4, a1, a2, a5)
        if a1 <= 0: return J(a4, a3, a2, a1, a5)
        return (a1*(J(a1+1, a2, a3, a4, a5-1)-J(a1+1, a2-1, a3, a4, a5))
                + a3*(J(a1, a2, a3+1, a4, a5-1)-J(a1, a2, a3+1, a4-1, a5)))/(4-2*eps-a1-a3-2*a5)
    def integ(poly, idx, fn=J):
        return sum(mp.mpf(c.numerator)/c.denominator*(4-2*eps)**k[0]*fn(*[x-y for x, y in zip(idx, k[1:])])
                   for k, c in poly.items())
    return J, integ, (lambda a1, a2, a3, a4, a5: T(a1, 0, a3, 0))
def diagrams(eps):                            # coefficients of powers of xi in f1 and f2
    J, integ, one = integrals(eps); g = mp.exp(mp.euler*eps)
    b0 = integ(tr((P, 'm', K, 'm')), (1, 0, 1, 0, 0), one); b1 = integ(tr((P, PK, K, PK)), (1, 0, 2, 0, 0), one)
    f1 = [g*(b0-b1), g*b1]; c = [0, 0, 0]
    for n, poly, idx in two_loop: c[n] += g*g*integ(poly, idx)
    return f1, [c[0]-c[1]+c[2]+f1[0]**2, c[1]-2*c[2]+2*f1[0]*f1[1], c[2]+f1[1]**2]
def f_lkf(n, e):
    return (mp.gamma(-e)*mp.exp(mp.euler*e))**n/factorial(n)*mp.gamma(2-e)*mp.gamma(1+n*e)/mp.gamma(2-e-n*e)
kite = integrals(mp.mpf('1e-10'))[0](1, 1, 1, 1, 1)
assert abs(kite-6*mp.zeta(3)) < 1e-8
print("kite integral, d->4:", mp.nstr(kite, 9), " 6 zeta3 =", mp.nstr(6*mp.zeta(3), 9))
for e in (mp.mpf('0.17'), mp.mpf('0.31')):
    f1, f2 = diagrams(e); integ = integrals(e)[1]; QK = (0, -1, 1)
    assert abs(integ(tr((K, Q, K, QK)), (2, 1, 1, 0, 1))) < 1e-35     # k k Pi = 0
    assert abs(integ(tr(('m', Q, 'm', QK)), (1, 1, 1, 0, 1))) > 1e-2  # trace of Pi is not zero
    assert abs(f1[0]) < 1e-35 and abs(f2[1]) < 1e-35
    assert abs(f1[1]/f_lkf(1, e)-1) < 1e-35 and abs(f2[2]/f_lkf(2, e)-1) < 1e-35
    print(f"eps={mp.nstr(e, 2)}: f1[xi]={mp.nstr(f1[1], 10)} f2[xi^2] diagrams={mp.nstr(f2[2], 10)} LKF={mp.nstr(f_lkf(2, e), 10)}")
    print(f"          f2[xi^0]={mp.nstr(f2[0], 10)} |f2[xi^1]|={mp.nstr(abs(f2[1]), 2)}")
ts = [-4, -3, -2, -1, 1, 2, 3, 4]; hh = mp.mpf('1e-3'); data = [diagrams(t*hh) for t in ts]
vand = mp.matrix([[mp.mpf(t)**k for k in range(8)] for t in ts])
def laurent(vals):                            # coefficients of eps^-2, eps^-1, eps^0
    c = mp.lu_solve(vand, mp.matrix([v*(t*hh)**2 for v, t in zip(vals, ts)]))
    return [c[k]/hh**k for k in range(3)]
l1 = laurent([x[0][1] for x in data]); l0 = laurent([x[1][0] for x in data])
l2 = laurent([x[1][2]-x[0][1]**2/2 for x in data])
lnR = mp.taylor(lambda v: mp.log(R(0, v)), 0, 2)
assert abs(l1[0]) < 1e-10 and abs(l1[1]+1) < 1e-10 and abs(l1[2]-lnR[1]) < 1e-10
assert abs(l2[0]) < 1e-10 and abs(l2[1]) < 1e-10 and abs(l2[2]-lnR[2]) < 1e-10 and abs(l0[0]) < 1e-10
cm1, c0 = l0[1], l0[2]; s2 = -2*cm1
print("f1[xi]: 1/eps coeff", mp.nstr(l1[1], 8), " finite", mp.nstr(l1[2], 8))
print("ln F, a^2 xi^2: |poles|", mp.nstr(abs(l2[0])+abs(l2[1]), 2), " finite", mp.nstr(l2[2], 8))
print("Landau two-loop: c_-1 =", mp.nstr(cm1, 8), " c_0 =", mp.nstr(c0, 8), " s2 =", mp.nstr(s2, 8))
for L in (0, 2):                              # a^3 xi term by the d-dimensional route
    vals = []
    for t, (f1, f2) in zip(ts, data):
        e = t*hh
        step = mp.gamma(-e)*mp.exp(mp.euler*e)*mp.gamma(2-3*e)*mp.gamma(1+3*e)/(mp.gamma(1+2*e)*mp.gamma(2-4*e))
        vals.append(f2[0]*step*mp.exp(-3*e*L)+f2[0]*mp.exp(-2*e*L)/e-cm1/e*f1[1]*mp.exp(-e*L)-cm1/e**2)
    l3 = laurent(vals); pred = (L-1)*(c0+s2*L)+s2
    assert abs(l3[0])+abs(l3[1]) < 1e-9 and abs(l3[2]-pred) < 1e-8
    print(f"a^3 xi term at L={L}: d-dim route {mp.nstr(l3[2], 8)} operator form {mp.nstr(pred, 8)}")
print("a^3 xi term: L^2, L, 1 coefficients", mp.nstr(s2, 8), mp.nstr(c0-s2, 8), mp.nstr(s2-c0, 8))

# ---- pure-xi tower: zeta form against Taylor series and against dimensional regularization
def tower(L, nmax=6):
    l = [0]+[mp.mpf(-1)**k/k+(2*mp.zeta(k)/k if k > 1 and k % 2 else 0) for k in range(1, nmax+1)]
    l[1] += L; c = [mp.mpf(1)]
    for n in range(1, nmax+1): c.append(sum(k*l[k]*c[n-k] for k in range(1, n+1))/n)
    return c
tay = mp.taylor(lambda v: R(0, v), 0, 6)
assert all(abs(x-y) < 1e-15 for x, y in zip(tay, tower(0)))
for L in (0, -2.5):
    with mp.workdps(140):
        e = mp.mpf('1e-15')
        for n in range(1, 7):
            val = sum(f_lkf(j, e)*mp.exp(-j*e*L)/(factorial(n-j)*e**(n-j)) for j in range(n+1))
            assert abs(val-tower(L)[n]) < 1e-10
print("R(0,nu) Taylor n=0..6:", " ".join(mp.nstr(x, 7) for x in tower(0)))

# ---- worked example: quenched, Landau input through two loops (all numbers dimensionless)
for name, alpha, xi, p2 in [("(i) CODATA", fine_structure, 1, 1e4), ("(ii) model", 0.5, 3, 1e-4)]:
    a = mp.mpf(alpha)/(4*mp.pi); nu = a*xi; s = s2*a*a; A = 1+c0*a*a; L = mp.log(p2)
    F = A*R(s, nu)*mp.exp((s+nu)*L); Fn = float(A*mp.exp((s+nu)*L))*R_num(float(s), float(nu))
    assert abs(Fn/float(F)-1) < 1e-8
    c = tower(L); ps = [sum(c[k]*nu**k for k in range(n+1)) for n in range(1, 7)]
    print(f"{name}: alpha={alpha:.9g} xi={xi} p^2/mu^2={p2:g} L={mp.nstr(L, 8)}")
    print(f"  a={mp.nstr(a, 8)} nu={mp.nstr(nu, 8)} nu*L={mp.nstr(nu*L, 8)}")
    print(f"  s={mp.nstr(s, 8)} A={mp.nstr(A, 9)} F(Landau)={mp.nstr(A*mp.exp(s*L), 9)}")
    print(f"  R(0,nu)={mp.nstr(R(0, nu), 9)} R(s,nu)={mp.nstr(R(s, nu), 9)}")
    print(f"  leading logs exp(nu L)={mp.nstr(mp.exp(nu*L), 9)} pure-xi sum={mp.nstr(R(0, nu)*mp.exp(nu*L), 9)}")
    print("  pure-xi partial sums n=1..6:", " ".join(mp.nstr(x, 7) for x in ps))
    print(f"  F(xi)={mp.nstr(F, 9)} Hankel check={Fn:.9f}")
    print(f"  x-space factor at x*mu=10: {mp.nstr((100*cx)**(-nu), 9)}")
print("done: every assertion held")
```

Printed output:

```
lattice 4x4: e=1.0 m=0.5 xi=0.5,3.0 samples=6000 (lattice units)
 x=(1,0): dDelta/xi=0.06706 sampled ratio=0.8454+-0.0010 LKF=0.8457
 x=(2,0): dDelta/xi=0.10069 sampled ratio=0.7769+-0.0018 LKF=0.7774
 x=(2,2): dDelta/xi=0.13889 sampled ratio=0.7051+-0.0022 LKF=0.7066
[Delta(0)-Delta(x)]/xi, |x|=1, d=2.6: quadrature 0.060309561 formula 0.060309561
[Delta(0)-Delta(x)]/xi, |x|=1, d=3.4: quadrature 0.038627552 formula 0.038627552
d=4 [Delta(0.5)-Delta(2.0)]/xi = 0.017557623 (= ln(x2^2/x1^2)/16pi^2)
R(s=0.0,nu=0.3): Hankel 0.786901964 formula 0.786901964
R(s=-0.05,nu=0.25): Hankel 0.796947043 formula 0.796947043
R(s=0.1,nu=-0.3): Hankel 1.364926636 formula 1.364926636
input L^2, nu=0.2, L=1.5: Hankel 4.35505636 operator form 4.35505636
kite integral, d->4: 7.21234142  6 zeta3 = 7.21234142
eps=0.17: f1[xi]=-7.094970189 f2[xi^2] diagrams=25.53671433 LKF=25.53671433
          f2[xi^0]=5.31788118 |f2[xi^1]|=3.4e-49
eps=0.31: f1[xi]=-4.635969324 f2[xi^2] diagrams=10.82941272 LKF=10.82941272
          f2[xi^0]=3.457761386 |f2[xi^1]|=1.2e-49
f1[xi]: 1/eps coeff -1.0  finite -1.0
ln F, a^2 xi^2: |poles| 3.9e-20  finite 0.5
Landau two-loop: c_-1 = 0.75  c_0 = 0.625  s2 = -1.5
a^3 xi term at L=0: d-dim route -2.125 operator form -2.125
a^3 xi term at L=2: d-dim route -3.875 operator form -3.875
a^3 xi term: L^2, L, 1 coefficients -1.5 2.125 -2.125
R(0,nu) Taylor n=0..6: 1.0 -1.0 1.0 -0.1986287 0.1986287 0.2161424 0.1049556
(i) CODATA: alpha=0.00729735256 xi=1 p^2/mu^2=10000 L=9.2103404
  a=0.00058070487 nu=0.00058070487 nu*L=0.0053484895
  s=-5.0582721e-7 A=1.00000021 F(Landau)=0.999995552
  R(0,nu)=0.999419632 R(s,nu)=0.999419632
  leading logs exp(nu L)=1.00536282 pure-xi sum=1.00477934
  pure-xi partial sums n=1..6: 1.004768 1.004779 1.004779 1.004779 1.004779 1.004779
  F(xi)=1.00477487 Hankel check=1.004774868
  x-space factor at x*mu=10: 0.997463621
(ii) model: alpha=0.5 xi=3 p^2/mu^2=0.0001 L=-9.2103404
  a=0.039788736 nu=0.11936621 nu*L=-1.0994034
  s=-0.0023747152 A=1.00098946 F(Landau)=1.02312422
  R(0,nu)=0.894590199 R(s,nu)=0.894291005
  leading logs exp(nu L)=0.333069734 pure-xi sum=0.29796092
  pure-xi partial sums n=1..6: -0.2187696 0.5310542 0.2214409 0.3177718 0.2937223 0.2987336
  F(xi)=0.304749078 Hankel check=0.304749078
  x-space factor at x*mu=10: 0.593317809
done: every assertion held
```
